\section*{Mean-square spread and fourth moment of a heat pulse: Cattaneo versus Boltzmann}

\section*{Question}

I am working on an exercise about heat pulses on length scales comparable with the phonon mean free path. All phonons have speed $v$ and relaxation time $\tau$. Heat is released on the plane $x=0$ of an unbounded medium, with the phonons initially moving equally in all directions. I am asked to compare the gray Boltzmann equation with the Cattaneo equation
\begin{equation}
\tau u_{tt}+u_t=D\,u_{xx},\qquad D=\frac{v^2\tau}{3},
\label{eq:catt}
\end{equation}
where $u$ is the energy density. The claim is that both give the same $\langle x^2\rangle$ at all times, but that Cattaneo gives the wrong $\langle x^4\rangle$ at early times.

This puzzles me. I know that \eqref{eq:catt} follows from the Boltzmann equation if one discards part of the angular distribution. That ought to be a bad approximation precisely when the phonons have hardly scattered. How can the mean-square spread survive it, and why does the next moment not survive? Does the error matter for numbers like those of silicon?

\section*{Answer}

The discarded part has zero total weight for your initial condition, and the total weight is all that the second moment sees. The fourth moment sees how that part is distributed in space, which is not zero. To show this, keep the discarded term and follow it through the moments.

\subsection*{The term that Cattaneo drops}

Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis, and let $e(x,\mu,t)$ be the energy per unit length and unit $\mu$, normalized to total energy one. I measure time in units of $\tau$, writing $s=t/\tau$, and length in units of $v\tau$. For isotropic scattering that conserves energy,
\begin{equation}
e_s+\mu e_x=-e+\frac u2,\qquad u=\int_{-1}^{1}e\,d\mu ,
\label{eq:bte}
\end{equation}
with $e(x,\mu,0)=\delta(x)/2$. The response is assumed linear, so $\tau$ does not depend on the temperature rise.

Define the flux $q=\int\mu e\,d\mu$ and the second angular moment $p=\int P_2(\mu)e\,d\mu$, with $P_2=(3\mu^2-1)/2$. Integrating \eqref{eq:bte} over $\mu$ cancels the scattering terms. Multiplying by $\mu$ first removes the $u/2$ term, which is even in $\mu$. With $\mu^2=(1+2P_2)/3$ we get
\begin{align}
u_s&=-q_x, \\
q_s+q&=-\tfrac13u_x-\tfrac23p_x .
\end{align}
Differentiate the first equation in $s$ and use the second:
\[
u_{ss}=-q_{xs}=q_x+\tfrac13u_{xx}+\tfrac23p_{xx}.
\]
Since $q_x=-u_s$,
\begin{equation}
u_{ss}+u_s=\tfrac13u_{xx}+\tfrac23p_{xx}.
\label{eq:exact}
\end{equation}
No approximation has been made within the gray model. Setting $p=0$ gives the Cattaneo equation in these units, where $D$ becomes $1/3$. Its initial data are $u=\delta(x)$ and $u_s=0$, the latter because an isotropic pulse has no flux.

\subsection*{Why the mean-square spread agrees}

Write $m_n=\int x^n u\,dx$ and
\[
M_{n,l}=\iint x^nP_l(\mu)e\,d\mu\,dx .
\]
No phonon gets beyond $|x|=s$, so boundary terms vanish on integrating by parts. Multiplying \eqref{eq:exact} by $x^2$ and integrating gives
\begin{equation}
m_2''+m_2'=\tfrac23m_0+\tfrac43M_{0,2},
\label{eq:m2}
\end{equation}
because $\int x^2u_{xx}dx=2m_0$ and $\int x^2p_{xx}dx=2M_{0,2}$. Energy conservation gives $m_0=1$.

Now integrate \eqref{eq:bte}, multiplied by $P_l$, over all $x$ and $\mu$. The transport term disappears, and for $l\ge1$ the $u/2$ term does too, since $\int P_l\,d\mu=0$. Hence
\begin{equation}
M_{0,l}'=-M_{0,l}\quad(l\ge1),
\label{eq:angles}
\end{equation}
and $M_{0,l}=0$ initially implies $M_{0,l}=0$ always. Locally $p$ is not zero: fast-moving edges contain forward-going phonons. Summed over space, however, the pulse stays isotropic.

Thus Boltzmann and Cattaneo both give $m_2''+m_2'=2/3$. In both, $m_2(0)=0$ and $m_2'(0)=0$. Solving first for $m_2'$ and then integrating,
\begin{align}
m_2'&=\tfrac23(1-e^{-s}),\\
m_2&=\tfrac23(s-1+e^{-s}).
\label{eq:spread}
\end{align}
In ordinary units,
\begin{equation}
\langle x^2\rangle=2D\left[t-\tau(1-e^{-t/\tau})\right].
\end{equation}
This is $v^2t^2/3$ for $t\ll\tau$ and approaches $2D(t-\tau)$ for $t\gg\tau$. The agreement covers the ballistic limit, the diffusive limit and everything between.

\subsection*{The fourth moment}

Multiply \eqref{eq:exact} by $x^4$ instead. Two integrations by parts give a factor $4\cdot3=12$:
\begin{equation}
m_4''+m_4'=4m_2+8M_{2,2}.
\label{eq:m4}
\end{equation}
The new quantity $M_{2,2}$ correlates distance with direction: phonons far from the origin tend to travel along $\pm x$. Cattaneo lacks this term.

\emph{Cattaneo.} Let $h=m_4'$. With \eqref{eq:spread}, and multiplying by $e^s$,
\[
(e^sh)'=\tfrac83\left[(s-1)e^s+1\right].
\]
Since $\int_0^s(r-1)e^r\,dr=(s-2)e^s+2$ and $h(0)=0$,
\[
h=\tfrac83\left[s-2+(s+2)e^{-s}\right].
\]
One more integration, using $\int_0^s(r+2)e^{-r}dr=3-(s+3)e^{-s}$, gives
\begin{equation}
m_4^{\rm C}=\tfrac83\left[\tfrac12s^2-2s+3-(s+3)e^{-s}\right].
\label{eq:c4}
\end{equation}

\emph{The missing correlation.} Multiply \eqref{eq:bte} by $x^nP_l$, integrate, and use $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$. For $l\ge1$,
\begin{equation}
M_{n,l}'+M_{n,l}=\frac{n}{2l+1}\left[(l+1)M_{n-1,l+1}+lM_{n-1,l-1}\right].
\label{eq:hier}
\end{equation}
All these moments start at zero for $n\ge1$. Three cases are needed:
\begin{align}
M_{1,1}'+M_{1,1}&=\tfrac13(2M_{0,2}+M_{0,0})=\tfrac13,\\
M_{1,3}'+M_{1,3}&=\tfrac17(4M_{0,4}+3M_{0,2})=0,\\
M_{2,2}'+M_{2,2}&=\tfrac25(3M_{1,3}+2M_{1,1}).
\end{align}
So $M_{1,1}=(1-e^{-s})/3$ and $M_{1,3}=0$. The last line becomes $(e^sM_{2,2})'=\frac{4}{15}(e^s-1)$, whence
\begin{equation}
M_{2,2}=\tfrac4{15}\left[1-(1+s)e^{-s}\right].
\end{equation}

\emph{The difference.} Let $\Delta=m_4^{\rm B}-m_4^{\rm C}$, where B denotes Boltzmann. Subtracting the two versions of \eqref{eq:m4} gives $\Delta''+\Delta'=8M_{2,2}$, with $\Delta(0)=0$. Also $\Delta'(0)=0$: integrating \eqref{eq:bte} with weight $x^4$ gives $m_4'=4M_{3,1}$, which starts at zero, as does the Cattaneo slope. Therefore
\[
(e^s\Delta')'=\tfrac{32}{15}(e^s-1-s),
\]
and two integrations yield
\begin{align}
\Delta'&=\tfrac{32}{15}\left[1-\left(1+s+\tfrac12s^2\right)e^{-s}\right],\label{eq:dprime}\\
\Delta&=\tfrac{32}{15}\left[s-3+\left(3+2s+\tfrac12s^2\right)e^{-s}\right].
\label{eq:delta}
\end{align}
Because $e^s>1+s+s^2/2$ for $s>0$, $\Delta'$ is positive. Cattaneo therefore underestimates the fourth moment at every later time, not just early ones.

\subsection*{Early and late limits}

For small $s$, the bracket in \eqref{eq:dprime} is $s^3/6$ to leading order. Hence $\Delta'\simeq16s^3/45$ and $\Delta\simeq4s^4/45$. For Cattaneo, $m_2\simeq s^2/3$ and $h'$ dominates $h$, so $h'\simeq4s^2/3$ and $m_4^{\rm C}\simeq s^4/9$. Restoring units,
\begin{equation}
\langle x^4\rangle_{\rm C}\simeq\frac{v^4t^4}{9},\qquad
\langle x^4\rangle_{\rm B}\simeq\left(\frac19+\frac4{45}\right)v^4t^4=\frac{v^4t^4}{5}.
\end{equation}
The shortfall, relative to Boltzmann, is $1-5/9=4/9$, or 44\%.

There is a direct picture. Before scattering, a phonon is at $x=\mu vt$, and isotropy makes $\mu$ uniform on $[-1,1]$. The Boltzmann profile is a flat box of half-width $vt$, with $\langle\mu^2\rangle=1/3$ and $\langle\mu^4\rangle=1/5$. Early Cattaneo transport obeys a wave equation, which splits the pulse into two sharp fronts at $\pm vt/\sqrt3$. Their positions give the same $1/3$, but $(1/\sqrt3)^4=1/9$. The kurtosis $\langle x^4\rangle/\langle x^2\rangle^2$ is $9/5$ for the box and $1$ for the two fronts.

Damping weakens these fronts. Put $u=e^{-s/2}w$; then $w_{ss}=w_{xx}/3+w/4$. Insert a front $A(s)\delta(x-s/\sqrt3)$. The term in $\delta'$ is $-2A'/\sqrt3$, and neither the $w/4$ term nor the step behind the front can balance it, so $A$ is constant. Each front starts with weight $1/2$, so together they carry $e^{-s/2}$; the rest lies between them.

At late times $m_4^{\rm C}\simeq4s^2/3$, while $\Delta\simeq32s/15$. The absolute error grows, but the relative error falls as
\begin{equation}
\frac{\Delta}{m_4^{\rm B}}\simeq\frac{8}{5s}.
\end{equation}
Both kurtoses then approach 3, the Gaussian value of ordinary diffusion.

The derivation also suggests a repair. If one keeps the equation for $p$ and drops only the $P_3$ moment, the fourth moment becomes correct at all times, because $M_{1,3}$ was zero anyway.

\subsection*{Numbers for a silicon-like gray medium}

Take $v=6$ nm/ps and $\tau=7$ ps, rough gray values for silicon near 300 K. The mean free path is $v\tau=42$ nm and $D=36\times7/3=84$ nm$^2$/ps, or 0.84 cm$^2$/s.

At $t=7$ ps, $s=1$ and \eqref{eq:spread} gives
\[
\langle x^2\rangle=\tfrac23(42\ {\rm nm})^2e^{-1}=433\ {\rm nm}^2,
\]
an rms spread of 20.8 nm. For the fourth moment, \eqref{eq:c4} and \eqref{eq:delta} give
\begin{align*}
\langle x^4\rangle_{\rm C}&=\tfrac83\left(1.5-4e^{-1}\right)(42\ {\rm nm})^4=2.36\times10^5\ {\rm nm}^4,\\
\langle x^4\rangle_{\rm B}&=\langle x^4\rangle_{\rm C}+\tfrac{32}{15}\left(5.5e^{-1}-2\right)(42\ {\rm nm})^4\\
&=3.91\times10^5\ {\rm nm}^4.
\end{align*}
Cattaneo is 40\% low. The same formulas at three times give:
\begin{center}
\begin{tabular}{rrrrr}
$t$ (ps) & rms (nm) & \multicolumn{2}{c}{kurtosis} & shortfall\\
 & & B & C & in $\langle x^4\rangle$\\
2 & 6.6 & 1.89 & 1.08 & 43\%\\
7 & 20.8 & 2.09 & 1.26 & 40\%\\
70 & 102.9 & 2.86 & 2.44 & 15\%
\end{tabular}
\end{center}
At 2 ps the Boltzmann pulse reaches 12.0 nm, while the Cattaneo pulse stops at 6.9 nm, with 87\% of its energy in the two fronts. Fourier's law would give $2Dt=336$ nm$^2$ instead of 44 nm$^2$. Cattaneo repairs that error in width but not the shape. Solving $\Delta/m_4^{\rm B}=0.1$ numerically gives $t=106$ ps, about 15 relaxation times.

\subsection*{When the agreement fails}

\emph{Initial directions.} Zero flux is not enough. Suppose the initial flux vanishes but the mean of $P_2$ is $p_2$. By \eqref{eq:angles}, $M_{0,2}=p_2e^{-s}$, so \eqref{eq:m2} acquires the source $\frac43p_2e^{-s}$. The extra spread $\epsilon$ obeys $(e^s\epsilon')'=\frac43p_2$, so $\epsilon'=\frac43p_2se^{-s}$ and
\begin{equation}
\epsilon=\tfrac43p_2\left[1-(1+s)e^{-s}\right].
\end{equation}
For two equal beams along $\pm x$, $p_2=1$ and the early spread is $s^2/3+2s^2/3=s^2$, as it must be. Cattaneo still gives $s^2/3$.

\emph{Source width.} A Gaussian source of rms width $a$ adds an independent starting position. It adds $a^2$ to $\langle x^2\rangle$ and $6a^2\langle x^2\rangle_0+3a^4$ to $\langle x^4\rangle$, where the subscript marks the sharp source. These additions are common to both equations, so the absolute difference survives but its relative size shrinks. With $a=5$ nm at 2 ps,
\[
\langle x^4\rangle_{\rm B}=3614+6(25)(43.74)+3(625)=12050\ {\rm nm}^4,
\]
and the shortfall drops from 43\% to 13\%.

\emph{Several kinds of phonon.} Let group $i$ hold a fraction $c_i$ of the heat capacity, with speed $v_i$ and time $\tau_i$, and let scattering return energy at a common temperature. If all groups start at one temperature, their total energies stay in the proportions $c_i$. Each group's $M_{1,1}$ then relaxes separately, and the spreads add:
\begin{equation}
\langle x^2\rangle=\sum_i\tfrac23c_i v_i^2\tau_i^2\left(\frac t{\tau_i}-1+e^{-t/\tau_i}\right).
\label{eq:groups}
\end{equation}
With different $\tau_i$, a Cattaneo equation with one $\tau$ does not in general reproduce this sum.

\subsection*{What this means for real silicon}

Real silicon breaks the single-path assumption strongly. As a rough estimate, let phonons with a 500 nm path carry half the conductivity, keeping $v$, $D$ and the total heat capacity fixed. They then hold $42/(2\times500)=4.2\%$ of the heat capacity, and the rest have a path of 21.9 nm. Equation \eqref{eq:groups} multiplies the gray $\langle x^2\rangle$ by 0.93, 0.81 and 0.71 at 2, 7 and 70 ps. The long-path group has $\tau_i=500/6\simeq83$ ps, so it is still not diffusive at the last time.

Optical phonons are another large omission. Suppose half the heat capacity sits in immobile modes (a round figure; at 300 K the optical share is nearer 40\%), and the mobile $\tau$ is doubled to keep $D$. The factors are then 0.52, 0.58 and 0.89. The relaxation time of the immobile modes does not enter \eqref{eq:groups}, and only one term of the sum survives. It equals $2D[t-\tau'(1-e^{-t/\tau'})]$ with $\tau'=14$ ps, so a Cattaneo equation with that $\tau'$ still reproduces the width; what fails is the choice of gray parameters. The early loss is nearly one half because only half the energy is moving. Unequal acoustic speeds change the shape as well: with one third of the heat capacity at 9 nm/ps and two thirds at 5.4 nm/ps, all with the same $\tau$, the early Boltzmann kurtosis is $\frac95\langle v^4\rangle/\langle v^2\rangle^2=2.30$ rather than 1.80. This assigns long-wavelength sound speeds to all the heat capacity; slow zone-edge and optical modes widen the spread of speeds further, and the same formula gives 3.6 for the model with half the modes immobile. Several of these changes are comparable with the Cattaneo error itself, so the table describes the gray model and does not predict a silicon measurement.

Two further effects deserve a rough check. If $D$ varies roughly as $T^{-1.6}$, a 5 K peak rise lowers it by 2.6\%. The thermal wavelength $hv/(k_BT)$ is about 1 nm, below the 5 nm source width but not negligibly small beside it. Phonons of longer wavelength are less well described as particles released from so narrow a source. For a broad source the fourth-moment error is further diluted. Within the gray model, then, the rms width of an initially isotropic pulse cannot decide between the two equations; the shape of the pulse can, provided the source is narrow enough to leave it visible.
